\section*{Current correlations in pinned and unpinned harmonic chains with momentum exchange}

\section{Three particles on a ring}

Put three particles of unit mass on a ring. Their displacements are $q_x$ and their momenta $p_x$, with $x=1,2,3$ taken cyclically. Springs of stiffness $\kappa$ join each pair, and a spring of stiffness $\omega_0^2$ ties each particle to its own site. The bond from $x$ to $x+1$ pushes particle $x+1$ with the force $-\kappa(q_{x+1}-q_x)$. Multiplied by the mean velocity of its two ends, this is the power sent along the bond. The sum over the three bonds is
\begin{equation}
J=-\frac{\kappa}{2}\sum_x (q_{x+1}-q_x)(p_x+p_{x+1})
=-\frac{\kappa}{2}\sum_x p_x(q_{x+1}-q_{x-1}).
\label{three}
\end{equation}
In the second form the terms $q_xp_x$ have cancelled around the ring.

Without collisions $J$ is constant. The velocities contribute $\sum_x p_x(p_{x+1}-p_{x-1})=0$ to its derivative. The force on particle $x$ is $-(\omega_0^2+3\kappa)q_x+\kappa Q$ with $Q=\sum_y q_y$. Its first part gives $\sum_x q_x(q_{x+1}-q_{x-1})=0$, and its second part multiplies $\sum_x(q_{x+1}-q_{x-1})=0$.

Now let each pair exchange its momenta at random times, at rate $\gamma$. The mean rate of change of $p_x$ due to exchanges is $\gamma(p_{x+1}+p_{x-1}-2p_x)=\gamma(P-3p_x)$, where $P$ is the total momentum. The term in $P$ drops out of $J$ because the differences of $q$ sum to zero. The expected current therefore decays as $e^{-3\gamma t}$, with or without the tying springs. In a long chain the same mechanism produces many decay rates, and the smallest of them approach zero.

\section{The chain and its energy current}

Take a ring of $N$ particles, with $N\to\infty$ at the end, and the energy
\begin{equation}
H=\sum_x\Big[\frac{p_x^2}{2}+\frac{\omega_0^2q_x^2}{2}+\frac{\kappa r_x^2}{2}\Big],
\qquad r_x=q_{x+1}-q_x .
\label{H}
\end{equation}
The mass is absorbed in the coordinates, so $\kappa$ is stiffness divided by mass. The chain is unpinned for $\omega_0=0$ and pinned for $\omega_0>0$. Each neighbouring pair exchanges momenta at rate $\gamma$. An exchange conserves kinetic energy and total momentum, as a head-on elastic collision of equal masses does. Pinning forces change the total momentum, so in the pinned chain it is conserved by the collisions but not by the full motion.

The expectation of a function $g$ of the initial state evolves as $e^{tL}g$, with $L=A+S$. Here $A$ is the Hamiltonian time derivative and $S$ sums $\gamma$ times the change of $g$ over all exchanges. Two bonds touch particle $x$, hence
\begin{equation}
Sp_x=\gamma(p_{x+1}+p_{x-1}-2p_x).
\label{Sp}
\end{equation}

Assign half of each bond energy to each end:
\begin{equation}
e_x=\frac{p_x^2}{2}+\frac{\omega_0^2q_x^2}{2}+\frac{\kappa}{4}(r_x^2+r_{x-1}^2).
\end{equation}
With $\dot q_x=p_x$ and $\dot p_x=-\omega_0^2q_x+\kappa(r_x-r_{x-1})$ the pinning terms cancel, and
\begin{align}
Ae_x&=\kappa p_x(r_x-r_{x-1})+\frac{\kappa}{2}\big[r_x(p_{x+1}-p_x)+r_{x-1}(p_x-p_{x-1})\big]\nonumber\\
&=\frac{\kappa}{2}r_x(p_x+p_{x+1})-\frac{\kappa}{2}r_{x-1}(p_{x-1}+p_x).
\end{align}
This equals $j_{x-1,x}-j_{x,x+1}$ with $j_{x,x+1}=-\frac{\kappa}{2}r_x(p_x+p_{x+1})$, positive for energy moving to larger $x$. Summation over the ring gives (\ref{three}) again, now for $N$ particles. Exchanges also carry energy from site to site; that part enters the conductivity below.

\section{A closed equation for the current}

For an odd function $f(-z)=-f(z)$ define
\begin{equation}
F_f=\sum_{x,z}f(z)\,p_x\,q_{x+z}.
\label{F}
\end{equation}
The current is $F_{f_0}$ with $f_0(1)=-\kappa/2$, $f_0(-1)=\kappa/2$ and zero elsewhere. Write the force as $-\sum_y\Phi(y)q_{x+y}$ with $\Phi$ even. Then
\begin{equation}
AF_f=\sum_{x,z}f(z)p_xp_{x+z}-\sum_{x,d}h(d)\,q_xq_{x+d},
\quad h(d)=\sum_y\Phi(y)f(y+d).
\end{equation}
In the first sum, interchanging the names of the two sites turns $f(z)$ into $f(-z)=-f(z)$, so the sum equals its own negative and vanishes. For the second,
\begin{equation}
h(-d)=\sum_y\Phi(y)f(y-d)=-\sum_y\Phi(y)f(d-y)=-h(d),
\end{equation}
where the last step replaces $y$ by $-y$ and uses that $\Phi$ is even. The second sum vanishes for the same reason as the first, and $AF_f=0$.

For the collisions, insert (\ref{Sp}) in (\ref{F}) and shift the site label so that each term contains $p_x$. The term with $p_{x+1}q_{x+z}$ becomes $p_xq_{x+z-1}$, whose coefficient at separation $z$ is $f(z+1)$. The other neighbour gives $f(z-1)$. Therefore
\begin{equation}
LF_f=\gamma F_{\Delta f},\qquad \Delta f(z)=f(z+1)+f(z-1)-2f(z).
\label{closure}
\end{equation}
Since $\Delta f$ is again odd, the expected current at time $t$ is $F_{f_t}$ with $\partial_tf_t=\gamma\Delta f_t$. The current kernel diffuses over the lattice of separations for any harmonic springs that repeat from site to site. With springs of unequal stiffness, $AF_f$ no longer vanishes in general.

With $\hat f(k)=\sum_zf(z)e^{ikz}$, the initial kernel is $\hat f_0=-i\kappa\sin k$, and $\Delta$ multiplies by $2\cos k-2=-4\sin^2(k/2)$. Hence
\begin{equation}
\hat f_t(k)=-i\kappa\sin k\;e^{-\Gamma_kt},\qquad \Gamma_k=4\gamma\sin^2(k/2).
\label{ft}
\end{equation}

\section{The correlation function}

The canonical distribution at temperature $T$ is stationary, because both parts of the motion conserve $H$ and phase-space volume: the Hamiltonian flow by Liouville's theorem, an exchange because it only permutes two momenta. Write $\theta=k_BT$. Momenta and displacements are independent, with
\begin{equation}
\langle p_xp_y\rangle=\theta\delta_{xy},\quad
\langle q_xq_y\rangle=\frac{\theta}{N}\sum_k\frac{e^{ik(x-y)}}{\omega_k^2},\quad
\omega_k^2=\omega_0^2+4\kappa\sin^2\frac{k}{2}.
\label{cov}
\end{equation}
For $\omega_0=0$ the uniform mode $k=0$ is removed. This adds $-\theta/N$ to the momentum covariance, which contributes nothing because $\sum_zf(z)=0$.

Let $C(t)=\lim_{N\to\infty}\langle J(t)J(0)\rangle/N$. From (\ref{F}) and (\ref{cov}), for finite $N$,
\begin{equation}
\frac{\langle F_{f_t}F_{f_0}\rangle}{N}
=\theta\sum_{z,z'}f_t(z)f_0(z')\langle q_zq_{z'}\rangle
=\frac{\theta^2}{N}\sum_k\frac{\hat f_t(k)\hat f_0(k)^*}{\omega_k^2}.
\end{equation}
Inserting (\ref{ft}) and letting $N\to\infty$,
\begin{equation}
C(t)=\theta^2\int_{-\pi}^{\pi}\frac{dk}{2\pi}\,v_k^2\,e^{-\Gamma_kt},
\qquad v_k=\frac{\kappa\sin k}{\omega_k}.
\label{C}
\end{equation}
Differentiating $\omega_k^2$ shows that $v_k=d\omega_k/dk$ is the group velocity. Collisions set the decay rates and springs set the weights. At small $k$ the rate is $\gamma k^2$, so the late decay depends on how fast the longest waves transport energy.

\section{Unpinned chain}

For $\omega_0=0$, $\sin^2k=4\sin^2(k/2)\cos^2(k/2)$ gives $v_k^2=\kappa\cos^2(k/2)=\kappa(1+\cos k)/2$. Long waves move at the sound speed $\sqrt\kappa$. With $z=2\gamma t$, $\Gamma_kt=z(1-\cos k)$, and the integral representation $I_n(z)=\pi^{-1}\int_0^\pi e^{z\cos k}\cos nk\,dk$ yields
\begin{equation}
C(t)=\frac{\theta^2\kappa}{2}e^{-z}\big[I_0(z)+I_1(z)\big].
\label{bessel}
\end{equation}
For large $z$, $e^{-z}I_0\simeq(2\pi z)^{-1/2}(1+1/8z)$ and $e^{-z}I_1\simeq(2\pi z)^{-1/2}(1-3/8z)$. Their sum is $2(2\pi z)^{-1/2}(1-1/8z)$, so
\begin{equation}
C(t)\simeq\frac{\theta^2\kappa}{\sqrt{4\pi\gamma t}}\Big(1-\frac{1}{16\gamma t}\Big).
\label{half}
\end{equation}
This is the $t^{-1/2}$ law. It holds for an infinite chain; on a finite ring the smallest nonzero $\Gamma_k$ finally makes the decay exponential.

\section{Pinned chain}

With pinning, $\omega_k$ tends to $\omega_0$ and $v_k\simeq\kappa k/\omega_0$. The longest waves still lose their current most slowly, but their group velocity tends to zero, so they hardly transport energy. To the order needed for the first correction,
\begin{equation}
v_k^2e^{-\Gamma_kt}\simeq\frac{\kappa^2k^2}{\omega_0^2}e^{-\gamma tk^2}
\Big[1-\Big(\frac13+\frac{\kappa}{\omega_0^2}\Big)k^2+\frac{\gamma t}{12}k^4\Big].
\end{equation}
The terms come from $\sin^2k$, from $1/\omega_k^2$, and from $4\sin^2(k/2)=k^2-k^4/12$. With $a=\gamma t$ one has $\int k^2e^{-ak^2}dk=\sqrt\pi/(2a^{3/2})$. Under the weight $k^2e^{-ak^2}$ the means of $k^2$ and $k^4$ are $3/2a$ and $15/4a^2$. The bracket averages to $1-(1/2+3\kappa/2\omega_0^2)/a+(5/16)/a$, and
\begin{equation}
C(t)\simeq\frac{\theta^2\kappa^2}{4\sqrt\pi\,\omega_0^2(\gamma t)^{3/2}}
\Big[1-\frac{1}{\gamma t}\Big(\frac{3}{16}+\frac{3\kappa}{2\omega_0^2}\Big)\Big].
\label{threehalf}
\end{equation}
The $t^{-3/2}$ law thus needs $\gamma t\gg1$ and also $t\gg t_c$, where
\begin{equation}
t_c=\frac{\kappa}{\gamma\omega_0^2}.
\label{tc}
\end{equation}

When pinning is weak enough, $m^2=\omega_0^2/\kappa\ll1$, both laws appear in succession. For $\gamma t\gg1$ small $k$ dominates, and $v_k^2\simeq\kappa[1-m^2/(k^2+m^2)]$. The second term requires
\begin{equation}
K(a)=\int_{-\infty}^{\infty}\frac{dk}{2\pi}\frac{e^{-a(k^2+m^2)}}{k^2+m^2},\quad
K(0)=\frac1{2m},\quad K'(a)=-\frac{e^{-am^2}}{\sqrt{4\pi a}}.
\end{equation}
Integrating $K'$ from zero with the substitution $u=m\sqrt a$ gives $K(a)=\mathrm{erfc}(m\sqrt a)/2m$. Thus
\begin{equation}
C(t)\simeq\theta^2\kappa\Big[\frac{1}{\sqrt{4\pi\gamma t}}-\frac m2e^{m^2\gamma t}\,\mathrm{erfc}\big(m\sqrt{\gamma t}\big)\Big].
\label{cross}
\end{equation}
For $t\ll t_c$ the first term dominates, but the ratio of the second to the first, about $m\sqrt{\pi\gamma t}$, is small only for very small $m$ once $\gamma t\gg1$. With $m^2=1/402$, as in the example below, the slope passes $-1/2$ without staying there. For $t\gg t_c$ put $y=m\sqrt{\gamma t}$ and use $e^{y^2}\mathrm{erfc}\,y\simeq(1-1/2y^2)/(y\sqrt\pi)$. The leading part cancels the first term, and the remainder is the leading term of (\ref{threehalf}).

\section{The part played by momentum conservation}

Replace the exchanges by random reversals $p_x\to-p_x$ of single particles at rate $\gamma$. Kinetic energy is still conserved, but momentum is not. Now $Sp_x=-2\gamma p_x$, so $LF_f=-2\gamma F_f$ and
\begin{equation}
C(t)=C(0)e^{-2\gamma t}
\end{equation}
for pinned and unpinned chains alike. The algebraic tails found above come from $\Gamma_k\to0$ as $k\to0$, which holds for exchanges because they leave the total momentum unchanged. Pinning does not alter $\Gamma_k$; it alters $v_k$. Momentum conservation is not the only source of a tail. If each exchange also reverses both momenta, the total momentum is not conserved, but $\Gamma_k=4\gamma\cos^2(k/2)$ vanishes at $k=\pi$. Since $v_k$ vanishes there too, $C$ falls as $t^{-3/2}$ with or without pinning.

\section{Thermal conductivity}

Let neighbouring sites differ slightly in temperature and write the mean energy flux as $k_BR\,(T_x-T_{x+1})$. Linear response (the Green--Kubo formula) gives the Hamiltonian current the share $\int_0^\infty C\,dt/\theta^2$ of $R$. An exchange moves the energy $(p_x^2-p_{x+1}^2)/2$ across its bond. Its mean flux is $\gamma k_B(T_x-T_{x+1})/2$, a share $\gamma/2$. There are no cross terms. The energy moved in an exchange is even in the momenta while the later expected $J$ is odd. In the other order, the mean exchange flux summed over the ring is zero.

For the pinned chain, integrate (\ref{C}) over time and use $\sin^2k/4\sin^2(k/2)=(1+\cos k)/2$:
\begin{equation}
\int_0^\infty\frac{C}{\theta^2}dt=\frac{\kappa^2}{2\gamma}\int_{-\pi}^{\pi}\frac{dk}{2\pi}\frac{1+\cos k}{a-b\cos k},
\quad a=\omega_0^2+2\kappa,\;\; b=2\kappa.
\end{equation}
The mean of $1/(a-b\cos k)$ is $1/\sqrt{a^2-b^2}$, and that of $\cos k/(a-b\cos k)$ is $(a/\sqrt{a^2-b^2}-1)/b$. Their sum is $[\sqrt{(a+b)/(a-b)}-1]/b$, so
\begin{equation}
R=\frac{\kappa}{4\gamma}\Big[\sqrt{1+\frac{4\kappa}{\omega_0^2}}-1\Big]+\frac\gamma2 .
\label{R}
\end{equation}

For the unpinned chain the integral diverges. Using $I_0'=I_1$ and $I_1'=I_0-I_1/z$, the derivative of $2ze^{-z}(I_0+I_1)+e^{-z}I_0$ is $2e^{-z}I_0+e^{-z}(I_1-I_0)=e^{-z}(I_0+I_1)$. Hence
\begin{equation}
\int_0^t\frac{C}{\theta^2}ds=\frac{\kappa}{4\gamma}\big[2ze^{-z}(I_0+I_1)+e^{-z}I_0-1\big]\simeq\kappa\sqrt{\frac{t}{\pi\gamma}} .
\label{cut}
\end{equation}
Cutting the integral at the time sound needs to cross a length $\ell$ suggests a conductivity growing as $\sqrt\ell$. This is an estimate of the scaling only, since the contacts of a finite chain are not treated, and the prefactor depends on them. For short chains between two heat baths ($\kappa=\gamma=1$, up to 56 sites) the steady flux is about two thirds of the cut value with free ends and about one third with fixed ends.

\section{Numbers for a polymer-like chain}

Take rough values in the regime of an extended polyethylene chain at 300 K: site spacing $d=0.127$ nm, mass 14 u per site, sound speed 16 km/s (16 nm/ps) and cross-section $\mathcal A=0.18$ nm$^2$. Neighbouring chains are represented by a pinning frequency of 1 THz. The exchange rate $\gamma=5$ ps$^{-1}$ is a model choice. Then $\kappa=(16/0.127)^2=15872$ ps$^{-2}$ and $\omega_0^2=(2\pi)^2=39.48$ ps$^{-2}$. Equation (\ref{tc}) gives $t_c=15872/(5\times39.48)=80$ ps. With $\theta=0.02585$ eV, the unpinned $C(0)=\theta^2\kappa/2$ is 5.30 eV$^2$/ps$^2$.

Numerical quadrature of (\ref{C}) gives the following values, with $C$ in eV$^2$/ps$^2$ and $s=d\ln C/d\ln t$.

\begin{center}
\begin{tabular}{rcccc}
$t$ (ps) & $C$, unpinned & $s$ & $C$, pinned & $s$\\
1 & 1.32 & $-0.487$ & 1.09 & $-0.579$\\
10 & 0.423 & $-0.499$ & 0.238 & $-0.763$\\
100 & 0.134 & $-0.500$ & 0.0285 & $-1.101$\\
1000 & 0.0423 & $-0.500$ & 0.00153 & $-1.404$\\
10000 & 0.0134 & $-0.500$ & $5.32\times10^{-5}$ & $-1.488$
\end{tabular}
\end{center}

The first unpinned exponent agrees with (\ref{half}), whose correction shifts the slope by $1/(16\gamma t)=0.0125$. The pinned slope passes $-1$ between 10 and 100 ps, the interval that contains $t_c$, but approaches $-3/2$ slowly. The reason is the large ratio $\kappa/\omega_0^2=402$ in (\ref{threehalf}): at $10^4$ ps the correction is still $1.2\%$ of the leading term.

For the pinned chain (\ref{R}) gives $R=(15872/20)(\sqrt{1609}-1)+2.5\simeq3.10\times10^4$ ps$^{-1}$. The conductivity is $k_BRd/\mathcal A\simeq300$ W/(m\,K), of which the exchange flux supplies 0.02. For the unpinned chain, cutting (\ref{cut}) at the crossing time gives 300, 970 and 3100 W/(m\,K) for 1, 10 and 100 $\mu$m; these show the growth with length and may be too high by a factor of 1.5 to 3, depending on the ends. The first value matches the pinned one because of the chosen length. For weak pinning $R\simeq\kappa^{3/2}/(2\gamma\omega_0)$, which equals (\ref{cut}) at $t=\pi t_c/4=63$ ps, and sound crosses 1 $\mu$m in 62.5 ps.

Ordinary bulk polyethylene conducts roughly a few tenths of a W/(m\,K), and highly drawn fibres some tens. The model value lies far above both. It describes one straight chain without ends, folds or defects, and it scales nearly as $1/\gamma$, so doubling the chosen rate halves it. Real neighbouring chains also move, whereas the pins are fixed, and transverse and internal vibrations are left out.

Classical statistics fail for the short waves: in this one-spring model the unpinned zone-edge quantum is 6.4 times $k_BT$. A real zigzag backbone also bends, which lowers the top of this branch, so the number should not be read as a property of polyethylene. To size the effect, replace the factor $\theta^2$ of each mode by its Bose value $(\hbar\omega_k)^2n_k(n_k+1)$, with $n_k$ the thermal occupation. This estimate is not a quantum theory of the collisions. It multiplies the pinned $C$ by 0.56 at $t=0$ but by 0.985 at 10 ps, when mainly long waves remain, and it lowers the time integral by $3\%$.

Anharmonicity may change the conductivity more than this. With quantum fluctuations included, the rms bond stretch in the pinned chain is 0.00496 nm, or $3.9\%$ of the spacing. If each spring is treated as a Morse bond with the rough range parameter $\alpha=20$ nm$^{-1}$, the ratio of third to second derivative at the minimum is $-3\alpha$. To first order, a stretch or compression of this size then changes the bond stiffness by $30\%$; the full Morse curve gives $27\%$ less on stretching and $33\%$ more on compression. In the mean these changes nearly cancel: for Gaussian fluctuations of rms size $\sigma$ about the point of zero mean force, the average stiffness of a Morse bond is reduced by the factor $e^{-\alpha^2\sigma^2}$, here by only $1\%$. Scattering may have a larger effect, because the stiffness differs from bond to bond and changes in time; its size is not computed here. The model represents such scattering only through $\gamma$. The two exponents derived here belong to harmonic forces with momentum exchange and should not be carried over to a real polymer without a separate argument.
